**Spin-wave caustic beams from zero curvature of the isofrequency contour**

The program tests that a small antenna on an in-plane magnetized film emits beams along the group velocity at points where the contour $F(k_x,k_y)=f^2$ has zero curvature. Here `fH` and `fM` are the field and magnetization as frequencies, `L2` is the squared exchange length, `phi` and `psi` are the angles of wavevector and group velocity from the field, `s` is arc length on the contour, and `w` is the antenna radius. It asserts that the thin-film closed forms for both angles and for the curvature slope agree with the numerical curvature of the dispersion without exchange, at small thickness times wavevector, for three ratios `fH/fM`. It asserts that the contour integral for the far field agrees with a direct sum over the wavevector plane; the largest difference is 0.8 % of the peak at 40 µm with damping 2e-3. Without damping, between 1 and 8 cm, the amplitude exponents are -0.334 at the caustic and -0.500 at 90° to the field, and the Airy law holds to 0.3 % of its peak at 8 cm. For a 50 nm garnet film at 20 mT and 1.85 GHz, the output shows one zero-curvature point per quadrant, at 1.01 rad/µm, with a beam 66.2° from the field axis. About two thirds of the emitted power lies within 5° of the four caustic directions, by the contour integral and by the plane sum. An eight-layer film model shifts the frequency at the caustic wavevector by -0.4 MHz.

## Verification by program

```python
# RESULT UNDER TEST: a small antenna on an in-plane magnetized film emits narrow
# spin-wave beams along the group velocity at points of zero curvature of the
# isofrequency contour; there the far field is an Airy function of angle, with
# amplitude ~ r^(-1/3), while ordinary directions have r^(-1/2).
# Symbols: field and magnetization along x, film normal z; k in rad/um, f in GHz,
# lengths in um. fH, fM: field and magnetization as frequencies; L2: exchange
# length squared; fa: perpendicular anisotropy as a frequency; F = f^2(kx, ky);
# phi: angle of k, psi: angle of group velocity, both measured from the field;
# s: arc length on the contour; alpha: Gilbert damping; w: antenna radius.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import airy

# ---------- dispersion of the mode that is uniform through the thickness ----------
X, Y, D, E2, H, M, FA = sp.symbols("X Y D E2 H M FA", positive=True)
K = sp.sqrt(X**2 + Y**2)
P = 1 - (1 - sp.exp(-K*D))/(K*D)
A = H + M*E2*K**2
OY = A + M*P*Y**2/K**2
OZ = A + M*(1 - P) - FA
FF = OY*OZ
args = (X, Y, D, E2, H, M, FA)
stiff = sp.lambdify(args, [OY, OZ], "numpy", cse=True)
FX, FY = sp.diff(FF, X), sp.diff(FF, Y)
jet = sp.lambdify(args, [FF, FX, FY, sp.diff(FX, X), sp.diff(FX, Y),
                         sp.diff(FY, Y)], "numpy", cse=True)


def curvature(kx, ky, par):
    """Contour curvature, positive where the contour is convex."""
    _, gx, gy, hxx, hxy, hyy = jet(kx, ky, *par)
    return (hxx*gy**2 - 2*hxy*gx*gy + hyy*gx**2)/np.hypot(gx, gy)**3


def thin_limit(fH, fM):
    """Closed forms for small k*d without exchange: phi, psi, kappa' * k^2."""
    a = fH + fM
    phi = np.arcsin(np.sqrt(2/3 - fH/(3*a)))
    u, du = a*np.sin(phi)**2 - fH, a*np.sin(2*phi)
    slope = 3*abs(du)*abs(u)**3/(u*u + du*du)**2
    return phi, phi + np.arctan2(du, u), slope


# ---------- test: closed forms against curvature of the full dispersion ----------
def thin_point(phi, fH, step):
    """Contour point at angle phi; step = f^2 minus its resonance value, d = fM = 1."""
    par = (1.0, 0.0, fH, 1.0, 0.0)
    guess = step/(0.5*((fH + 1)*np.sin(phi)**2 - fH))
    target = fH*(fH + 1) + step
    k = brentq(lambda q: jet(q*np.cos(phi), q*np.sin(phi), *par)[0] - target,
               0.3*guess, 3*guess, xtol=1e-16, rtol=1e-13)
    return k*np.cos(phi), k*np.sin(phi), par


turn = 0.003    # small, because k changes fast with angle near a shallow inflection
for ratio, step in ((0.1, 1e-5), (0.5, 1e-5), (2.0, -1e-5)):
    phi0, psi0, slope0 = thin_limit(ratio, 1.0)
    root = brentq(lambda p: curvature(*thin_point(p, ratio, step)),
                  phi0 - np.radians(4), phi0 + np.radians(4))
    assert abs(np.degrees(root - phi0)) < 0.1
    px, py, par0 = thin_point(root, ratio, step)
    _, gx, gy, *_ = jet(px, py, *par0)
    assert abs(np.degrees(np.arctan2(gy, gx) - psi0)) < 0.1
    p1, p2 = thin_point(root - turn, ratio, step), thin_point(root + turn, ratio, step)
    slope_num = abs(curvature(*p1) - curvature(*p2))/np.hypot(p1[0]-p2[0], p1[1]-p2[1])
    assert abs(slope_num*(px*px + py*py)/slope0 - 1) < 0.02
# for fH > fM the thin dipolar contour above resonance is concave everywhere
edge = np.degrees(np.arcsin(np.sqrt(2/3)))
assert max(curvature(*thin_point(np.radians(q), 2.0, 1e-4))
           for q in np.linspace(edge + 3, 89.5, 40)) < 0

# ---------- worked example: thin yttrium iron garnet film, rough values ----------
B_field, B_sat, stiffness = 0.020, 0.175, 3.7e-12      # T, T, J/m
d, alpha, f, w = 0.050, 5e-4, 1.85, 0.4                # um, -, GHz, um
per_tesla = const.e/(2*np.pi*const.m_e)*1e-9           # GHz/T for g = 2
fH, fM = per_tesla*B_field, per_tesla*B_sat
L2 = 2*stiffness*const.mu_0/B_sat**2*1e12
par = (d, L2, fH, fM, 0.0)
f_res = np.sqrt(fH*(fH + fM))
phi_thin, psi_thin, slope_thin = thin_limit(fH, fM)

# ---------- trace the contour from the ky axis to the kx axis ----------
k_start = brentq(lambda q: jet(0.0, q, *par)[0] - f*f, 1e-3, 5)


def tangent(s, q):
    _, gx, gy, *_ = jet(q[0], q[1], *par)
    g = np.hypot(gx, gy)
    return [gy/g, -gx/g]


def flat(s, q):
    return curvature(q[0], q[1], par)


def axis_hit(s, q):
    return q[1]


axis_hit.terminal = True
path = solve_ivp(tangent, (0, 100), [0.0, k_start], method="DOP853", rtol=1e-11,
                 atol=1e-12, max_step=0.05, dense_output=True, events=[flat, axis_hit])
assert path.status == 1
flat_s = path.t_events[0]
assert len(flat_s) % 2 == 1
s_c = flat_s[0]
kx_c, ky_c = path.sol(s_c)
k_c, phi_c = np.hypot(kx_c, ky_c), np.arctan2(ky_c, kx_c)
F_c, gx_c, gy_c, *_ = jet(kx_c, ky_c, *par)
assert abs(F_c - f*f) < 1e-7
g_c, psi_c = np.hypot(gx_c, gy_c), np.arctan2(gy_c, gx_c)
h = 1e-3
slope_c = (flat(0, path.sol(s_c + h)) - flat(0, path.sol(s_c - h)))/(2*h)
oy_c, oz_c = stiff(kx_c, ky_c, *par)
v_group = 2*np.pi*g_c/(2*f)
lifetime = 1/(np.pi*alpha*(oy_c + oz_c))
decay = v_group*lifetime

# ---------- far field as an integral over the contour ----------
n_fine = int(path.t[-1]/2e-5)
s_fine = np.linspace(0, path.t[-1], n_fine)
ds = s_fine[1] - s_fine[0]
cx, cy = path.sol(s_fine)
_, gx, gy, *_ = jet(cx, cy, *par)
g = np.hypot(gx, gy)
nx, ny = gx/g, gy/g
c_oy, c_oz = stiff(cx, cy, *par)
loss = f*(c_oy + c_oz)/g


def far_field(r, psi, damp, width, stride=1):
    q = slice(None, None, stride)
    weight = np.exp(-(cx[q]**2 + cy[q]**2)*width**2/2)/g[q]
    weight[0] *= 0.5
    total = 0
    for side in (1, -1):                      # the quadrant and its mirror image
        out = side*nx[q]*np.cos(psi) + ny[q]*np.sin(psi)
        t = np.clip((out - 0.1)/0.5, 0, 1)    # keeps outgoing waves only
        phase = r*(side*cx[q]*np.cos(psi) + cy[q]*np.sin(psi))
        total += np.sum(weight*t*t*(3 - 2*t)*np.exp(1j*phase - damp*loss[q]*r*out))
    return 1j/(2*np.pi)*total*ds*stride


# ---------- test: direct sum over the whole wavevector plane ----------
damp_test, r_test, box = 2e-3, 40.0, 500.0
dk = 2*np.pi/box
half = int(12/dk)
line = (np.arange(-half, half) + 0.5)*dk
KX, KY = np.meshgrid(line, line, indexing="ij")
oy, oz = stiff(KX, KY, *par)
spot = np.exp(-(KX**2 + KY**2)*w*w/2)
response = 1/((oy - 1j*damp_test*f)*(oz - 1j*damp_test*f) - f*f)
angles = np.radians(np.linspace(98, 126, 57))
ex = np.exp(1j*np.outer(r_test*np.cos(angles), line))
ey = np.exp(1j*np.outer(r_test*np.sin(angles), line))
direct = np.abs(np.sum((ex @ (spot*response))*ey, axis=1))*dk*dk/(2*np.pi)**2
contour = np.array([abs(far_field(r_test, p, damp_test, w, 50)) for p in angles])
field_error = np.max(np.abs(direct - contour))/direct.max()
assert field_error < 0.05

# ---------- test: share of emitted power near the caustic direction ----------
window = np.radians(5)
power = np.exp(-(cx**2 + cy**2)*w*w)*c_oy/g
near = np.abs(np.arctan2(ny, nx) - psi_c) < window
share = power[near].sum()/power.sum()
quarter = (slice(half, None), slice(half, None))
oy_q, oz_q, spot_q = oy[quarter], oz[quarter], spot[quarter]
qx, qy = np.gradient(oy_q*oz_q, dk, dk)
lossy = 1j*1e-3*f                             # weak loss: little absorption off resonance
absorbed = ((oy_q - lossy)/((oy_q - lossy)*(oz_q - lossy) - f*f)).imag*spot_q**2
near2 = np.abs(np.arctan2(qy, qx) - psi_c) < window
share_direct = absorbed[near2].sum()/absorbed.sum()
assert abs(share - share_direct) < 0.05
share_even = 4*2*window/(2*np.pi)
assert share > 2*share_even
del KX, KY, oy, oz, spot, response, absorbed, qx, qy, oy_q, oz_q, spot_q

# ---------- test: Airy law and decay exponents, undamped and very far ----------
r1, r2, w_far = 1e4, 8e4, 0.8
unit = (slope_c/2)**(1/3)*r2**(-2/3)
k_weight = np.exp(-k_c**2*w_far**2/2)/g_c
airy_top = airy(-1.01879297)[0]
airy_error = 0
for x in (-2.0, -1.0, 0.0, 1.0):
    formula = k_weight*(2/(r2*slope_c))**(1/3)*abs(airy(x)[0])
    number = abs(far_field(r2, psi_c + x*unit, 0, w_far))
    scale = k_weight*(2/(r2*slope_c))**(1/3)*airy_top
    airy_error = max(airy_error, abs(number - formula)/scale)
assert airy_error < 0.03


def exponent(psi):
    return np.log(abs(far_field(r2, psi, 0, w_far))/abs(far_field(r1, psi, 0, w_far))
                  )/np.log(r2/r1)


exp_caustic, exp_plain = exponent(psi_c), exponent(np.pi/2)
assert abs(exp_caustic + 1/3) < 0.02 and abs(exp_plain + 1/2) < 0.02

# ---------- beam profile of the example with its real damping ----------
x_left = brentq(lambda x: airy(x)[0]**2 - airy_top**2/2, -2.3, -1.02)
x_right = brentq(lambda x: airy(x)[0]**2 - airy_top**2/2, -1.01, 1)
scan = np.linspace(85, 135, 501)
beams = []
for r in (25.0, 50.0, 100.0):
    inten = np.array([abs(far_field(r, np.radians(p), alpha, w, 50))**2 for p in scan])
    top = int(np.argmax(inten))
    lo = hi = top
    while lo > 0 and inten[lo] > inten[top]/2:
        lo -= 1
    while hi < len(scan) - 1 and inten[hi] > inten[top]/2:
        hi += 1
    assert 0 < lo and hi < len(scan) - 1
    unit_deg = np.degrees((slope_c/2)**(1/3)*r**(-2/3))
    airy_width = (x_right - x_left)*unit_deg
    airy_peak = np.degrees(psi_c) - 1.01879297*unit_deg
    assert abs(scan[top] - np.degrees(psi_c)) < airy_width
    beams.append((r, 180 - scan[top], scan[hi] - scan[lo], 180 - airy_peak, airy_width))


# ---------- neglected effects: film cut into coupled layers, changed parameters ----------
def layered(kx, ky, count=8):
    """f^2 of the lowest mode with free profile through the thickness."""
    k, t = np.hypot(kx, ky), d/count
    sin_phi = ky/k
    i = np.arange(count)
    gap = i[:, None] - i[None, :]
    x = k*t
    W = x/2*np.exp(-x*np.abs(gap))*(np.sinh(x/2)/(x/2))**2
    V = np.sign(gap)*W
    W[i, i] = 1 - (1 - np.exp(-x))/x
    lap = 2*np.eye(count) - np.eye(count, k=1) - np.eye(count, k=-1)
    lap[0, 0] = lap[-1, -1] = 1
    one = np.eye(count)
    base = (fH + fM*L2*k*k)*one + fM*L2*lap/t**2
    mat = np.block([[-1j*fM*V*sin_phi, -(base + fM*(one - W))],
                    [base + fM*W*sin_phi**2, 1j*fM*V*sin_phi]])
    freq = (1j*np.linalg.eigvals(mat)).real
    return freq[freq > 0].min()**2


def find_caustic(fun):
    """Zero-curvature point by finite differences: k, psi in degrees."""
    e = 0.01

    def look(phi):
        k = brentq(lambda q: fun(q*np.cos(phi), q*np.sin(phi)) - f*f, 0.1, 4)
        x, y = k*np.cos(phi), k*np.sin(phi)
        c, xp, xm = fun(x, y), fun(x + e, y), fun(x - e, y)
        yp, ym = fun(x, y + e), fun(x, y - e)
        mixed = (fun(x+e, y+e) - fun(x+e, y-e) - fun(x-e, y+e) + fun(x-e, y-e))/(4*e*e)
        ax, ay = (xp - xm)/(2*e), (yp - ym)/(2*e)
        bend = (xp - 2*c + xm)*ay**2/e**2 - 2*mixed*ax*ay + (yp - 2*c + ym)*ax**2/e**2
        return bend, k, np.degrees(np.arctan2(ay, ax))
    phi = brentq(lambda p: look(p)[0], phi_c - np.radians(6), phi_c + np.radians(6))
    return look(phi)[1:]


def model(*p):
    return lambda x, y: jet(x, y, *p)[0]


k_check, psi_check = find_caustic(model(*par))
assert abs(k_check/k_c - 1) < 0.01 and abs(psi_check - np.degrees(psi_c)) < 0.05
layer_shift = np.sqrt(layered(kx_c, ky_c)) - f
assert abs(layer_shift) < 2e-3
variants = [("free thickness profile", find_caustic(layered)),
            ("5 mT perpendicular anisotropy",
             find_caustic(model(d, L2, fH, fM, 0.005*per_tesla))),
            ("2 % lower magnetization", find_caustic(model(d, L2, fH, 0.98*fM, 0.0))),
            ("1 mT higher field", find_caustic(model(d, L2, fH + 0.001*per_tesla, fM, 0.0)))]

# ---------- printed numbers ----------
deg = np.degrees
print(f"film thickness {d*1e3:.0f} nm, field {B_field*1e3:.0f} mT, saturation {B_sat*1e3:.0f} mT")
print(f"exchange stiffness {stiffness*1e12:.1f} pJ/m, damping {alpha:.1e}, antenna radius {w:.1f} um")
print(f"fH {fH:.4f} GHz, fM {fM:.4f} GHz, exchange length {np.sqrt(L2)*1e3:.1f} nm")
print(f"uniform resonance {f_res:.4f} GHz, drive {f:.3f} GHz")
print(f"thin limit: k angle {deg(phi_thin):.2f} deg, group-velocity angle {deg(psi_thin):.2f} deg")
print(f"thin limit: beam to field axis {180-deg(psi_thin):.2f} deg")
print(f"contour meets ky axis at {k_start:.3f} and kx axis at {cx[-1]:.2f} rad/um")
print(f"zero-curvature points per quadrant: {len(flat_s)}")
for s in flat_s:
    a, b = path.sol(s)
    _, ga, gb, *_ = jet(a, b, *par)
    print(f"  k {np.hypot(a, b):.3f} rad/um at {deg(np.arctan2(b, a)):.2f} deg, "
          f"group velocity at {deg(np.arctan2(gb, ga)):.2f} deg")
print(f"caustic kx {kx_c:.4f}, ky {ky_c:.4f} rad/um, wavelength {2*np.pi/k_c:.2f} um, kd {k_c*d:.4f}")
print(f"beam to field axis {180-deg(psi_c):.2f} deg, angle between k and beam {deg(psi_c-phi_c):.2f} deg")
print(f"curvature slope {slope_c:.4f} um^2, thin-limit formula at same k {slope_thin/k_c**2:.4f} um^2")
print(f"group velocity {v_group:.3f} um/ns, amplitude lifetime {lifetime:.1f} ns, decay length {decay:.0f} um")
print(f"power within 5 deg of the four beams: contour {share:.3f}, plane sum {share_direct:.3f}")
print(f"same share for even emission {share_even:.3f}")
print(f"contour integral against plane sum at {r_test:.0f} um, damping {damp_test:.0e}: "
      f"largest error {field_error:.4f} of peak")
print(f"Airy law at {r2:.0e} um undamped: largest error {airy_error:.4f} of peak")
print(f"amplitude exponent: caustic {exp_caustic:.4f}, at 90 deg to field {exp_plain:.4f}")
print(f"Airy half-power points x = {x_left:.3f} and {x_right:.3f}")
for r, peak, width, apeak, awidth in beams:
    print(f"r {r:.0f} um: peak {peak:.1f} deg from axis, full width {width:.1f} deg = "
          f"{np.radians(width)*r:.2f} um; Airy {apeak:.1f}, {awidth:.1f} deg")
for size in (w, 1.0, 3.0):
    print(f"antenna radius {size:.1f} um: relative drive at caustic k {np.exp(-k_c**2*size**2/2):.4f}")
print(f"layered film: frequency shift at caustic k {layer_shift*1e3:.3f} MHz")
for name, (k_var, psi_var) in variants:
    print(f"{name}: k {k_var:.3f} rad/um, beam to axis {180-psi_var:.2f} deg")
print("no test failed")
```

Running it gives:

```
film thickness 50 nm, field 20 mT, saturation 175 mT
exchange stiffness 3.7 pJ/m, damping 5.0e-04, antenna radius 0.4 um
fH 0.5598 GHz, fM 4.8987 GHz, exchange length 17.4 nm
uniform resonance 1.7481 GHz, drive 1.850 GHz
thin limit: k angle 52.68 deg, group-velocity angle 113.89 deg
thin limit: beam to field axis 66.11 deg
contour meets ky axis at 0.621 and kx axis at 11.77 rad/um
zero-curvature points per quadrant: 1
  k 1.009 rad/um at 54.10 deg, group velocity at 113.80 deg
caustic kx 0.5916, ky 0.8173 rad/um, wavelength 6.23 um, kd 0.0504
beam to field axis 66.20 deg, angle between k and beam 59.70 deg
curvature slope 0.3826 um^2, thin-limit formula at same k 0.2885 um^2
group velocity 1.201 um/ns, amplitude lifetime 106.5 ns, decay length 128 um
power within 5 deg of the four beams: contour 0.669, plane sum 0.659
same share for even emission 0.111
contour integral against plane sum at 40 um, damping 2e-03: largest error 0.0078 of peak
Airy law at 8e+04 um undamped: largest error 0.0024 of peak
amplitude exponent: caustic -0.3335, at 90 deg to field -0.5000
Airy half-power points x = -1.722 and -0.092
r 25 um: peak 69.8 deg from axis, full width 5.0 deg = 2.18 um; Airy 70.1, 6.3 deg
r 50 um: peak 68.6 deg from axis, full width 3.5 deg = 3.05 um; Airy 68.7, 4.0 deg
r 100 um: peak 67.8 deg from axis, full width 2.4 deg = 4.19 um; Airy 67.8, 2.5 deg
antenna radius 0.4 um: relative drive at caustic k 0.9218
antenna radius 1.0 um: relative drive at caustic k 0.6011
antenna radius 3.0 um: relative drive at caustic k 0.0102
layered film: frequency shift at caustic k -0.421 MHz
free thickness profile: k 1.015 rad/um, beam to axis 66.08 deg
5 mT perpendicular anisotropy: k 1.259 rad/um, beam to axis 66.08 deg
2 % lower magnetization: k 1.205 rad/um, beam to axis 66.14 deg
1 mT higher field: k 0.552 rad/um, beam to axis 65.95 deg
no test failed
```
